# Cripps load-pull contours of a current- and voltage-limited transistor: verification in Python

```python
"""
Result under test: for a transistor limited to 0 <= i <= I_MAX and v >= V_KNEE,
with sinusoidal signals and the largest drive that does not clip,
    P(Z) / P_OPT = min(R / R_OPT, G * R_OPT),   Z = R + jX,  1/Z = G + jB.
A contour P = p * P_OPT is thus an arc of constant R and an arc of constant G.
V_DC: supply voltage; I_DC = I_MAX/2: bias current; V0 = V_DC - V_KNEE and
I0 = I_MAX/2: largest amplitudes; R_OPT = V0/I0; P_OPT = V0*I0/2.
gamma = (Z - R_OPT)/(Z + R_OPT) is the reflection coefficient.
Units inside the program: V, A, ohm, S, W, F, s, K.
"""
import numpy as np
from scipy.optimize import brentq

# Rough parameters of a gallium-nitride power transistor
WIDTH_MM = 4.0
I_MAX = 0.75 * WIDTH_MM
R_ON = 4.0 / WIDTH_MM
C_OUT = 0.3e-12 * WIDTH_MM
V_DC = 28.0
FREQUENCY = 3.5e9

V_KNEE = R_ON * I_MAX
I_DC = I_MAX / 2
I0 = I_MAX / 2
V0 = V_DC - V_KNEE
R_OPT = V0 / I0
P_OPT = V0 * I0 / 2
B_OUT = 2 * np.pi * FREQUENCY * C_OUT

N_TIME = 4096
phase = 2 * np.pi * np.arange(N_TIME) / N_TIME
cosine = np.cos(phase)
rotor = np.exp(1j * phase)


def flat_knee(v, i):
    return v.min() >= V_KNEE and i.min() >= 0 and i.max() <= I_MAX


def sloping_knee(v, i):
    return (v - R_ON * i).min() >= 0 and i.min() >= 0 and i.max() <= I_MAX


def largest_power(v_unit, i_unit, load_unit, allowed):
    """Raise the drive by bisection until a waveform touches a limit."""
    low, high = 0.0, 100.0
    for _ in range(42):
        scale = (low + high) / 2
        if allowed(V_DC - scale * v_unit, I_DC + scale * i_unit):
            low = scale
        else:
            high = scale
    return low**2 * np.mean(v_unit * load_unit)


def waveform_power(load, allowed=flat_knee):
    return largest_power((load * rotor).real, cosine, cosine, allowed)


def formula_power(load):
    return P_OPT * min(load.real / R_OPT, (1 / load).real * R_OPT)


def load_from_gamma(gamma):
    return R_OPT * (1 + gamma) / (1 - gamma)


# Power formula against waveforms, for loads spread over the chart.
# The sampled peak can be missed by a relative (pi/N_TIME)^2/2 = 3e-7.
rng = np.random.default_rng(4)
worst_power_error = 0.0
for _ in range(300):
    gamma = 0.95 * np.sqrt(rng.random()) * np.exp(2j * np.pi * rng.random())
    load = load_from_gamma(gamma)
    error = abs(waveform_power(load) / formula_power(load) - 1)
    worst_power_error = max(worst_power_error, error)
assert worst_power_error < 2e-6


def traced_point(level, angle):
    """Contour point on a ray from the chart centre, from waveforms only."""
    direction = np.exp(1j * angle)

    def excess(radius):
        power = waveform_power(load_from_gamma(radius * direction))
        return power / P_OPT - level

    return brentq(excess, 0.0, 0.999999, xtol=1e-11) * direction


# Traced contours: kind of arc, circles, corners and corner angles
levels = {"-1 dB": 10**-0.1, "-2 dB": 10**-0.2, "half power": 0.5}
corner_angles = {}
corner_radii = {}
worst_arc_error = 0.0
for name, p in levels.items():
    for angle in np.radians(7.5 + 15 * np.arange(24)):
        gamma = traced_point(p, angle)
        load = load_from_gamma(gamma)
        if gamma.real < 0:
            fixed = load.real / R_OPT
            centre = p / (1 + p)
        else:
            fixed = (1 / load).real * R_OPT
            centre = -p / (1 + p)
        worst_arc_error = max(worst_arc_error, abs(fixed - p))
        assert abs(abs(gamma - centre) - 1 / (1 + p)) < 1e-5
    corner = traced_point(p, np.pi / 2)
    corner_radii[name] = abs(corner)
    assert abs(abs(corner) - np.sqrt((1 - p) / (1 + p))) < 1e-5
    corner_load = load_from_gamma(corner)
    assert abs(abs(corner_load.imag) / R_OPT - np.sqrt(1 - p**2)) < 1e-5
    to_right = traced_point(p, np.pi / 2 - 1e-3) - corner
    to_left = traced_point(p, np.pi / 2 + 1e-3) - corner
    traced_angle = abs(np.angle(to_left / to_right))
    # chords replace tangents here, an error of the order of the 1e-3 step
    assert abs(traced_angle - 2 * np.arccos(p)) < 4e-3
    corner_angles[name] = np.degrees(2 * np.arccos(p))
assert worst_arc_error < 1e-5

# Half-power arcs on a 50 ohm chart: sampled points against the circles
p = 0.5
r50 = p * R_OPT / 50
g50 = p * 50 / R_OPT
x_limit = R_OPT * np.sqrt(1 - p**2)
resistance_arc = p * R_OPT + 1j * np.linspace(-x_limit, x_limit, 41)
conductance_arc = 1 / ((p + 1j * np.linspace(-1, 1, 41)
                        * np.sqrt(1 - p**2)) / R_OPT)
for arc, centre, radius in (
        (resistance_arc, r50 / (1 + r50), 1 / (1 + r50)),
        (conductance_arc, -g50 / (1 + g50), 1 / (1 + g50))):
    gamma50 = (arc - 50) / (arc + 50)
    assert np.max(abs(abs(gamma50 - centre) - radius)) < 1e-12

# Spread of power around a circle of standing-wave ratio 2
rho = 1 / 3
around = [waveform_power(load_from_gamma(rho * np.exp(1j * a))) / P_OPT
          for a in np.radians(np.arange(0, 360, 2))]
assert abs(min(around) - (1 - rho) / (1 + rho)) < 1e-5
assert abs(max(around) - (1 - rho**2) / (1 + rho**2)) < 1e-5

# Output capacitance: its current is a finite-difference derivative of v
capacitor_unit = B_OUT * (np.roll(cosine, -1) - np.roll(cosine, 1)) \
    / (2 * (phase[1] - phase[0]))
for _ in range(100):
    y_ext = (rng.uniform(0.1, 2) + 1j * rng.uniform(-2, 2)) / R_OPT
    load_unit = (y_ext * rotor).real
    power = largest_power(cosine, load_unit + capacitor_unit,
                          load_unit, flat_knee)
    expected = formula_power(1 / (y_ext + 1j * B_OUT))
    assert abs(power / expected - 1) < 1e-5
z_ext_opt = 1 / (1 / R_OPT - 1j * B_OUT)
external_arc = 1 / (1 / resistance_arc - 1j * B_OUT)
r_ext_low, r_ext_high = external_arc.real.min(), external_arc.real.max()
assert r_ext_high - r_ext_low > 0.1 * p * R_OPT
external_conductance = (1 / conductance_arc - 1j * B_OUT).real
assert np.ptp(external_conductance) < 1e-12

# Class B: fundamental of a half-sine current of peak I_MAX
class_b_current = 2 * np.mean(I_MAX * np.maximum(cosine, 0) * cosine)
assert abs(class_b_current / I0 - 1) < 1e-5

# Neglected effect: knee voltage proportional to current
knee_gain = {}
for ratio in (1.0, 2.0):
    load = ratio * R_OPT + 0j
    sloped = waveform_power(load, sloping_knee)
    amplitude = min(I0, (V_DC - R_ON * I_DC) / abs(load + R_ON))
    assert abs(sloped / (amplitude**2 * load.real / 2) - 1) < 2e-6
    knee_gain[ratio] = sloped / formula_power(load) - 1
open_gain = ((V_DC - R_ON * I_DC) / V0)**2 - 1
far_load = 1e4 * R_OPT + 0j
far_gain = waveform_power(far_load, sloping_knee) / formula_power(far_load) - 1
assert abs(far_gain - open_gain) < 1e-3

# Neglected effect: drive twice the clipping level, harmonics shorted
overdrive = 2.0
clipped = np.clip(I_DC + overdrive * I0 * cosine, 0, I_MAX)
over_factor = 2 * np.mean(clipped * cosine) / I0
clip_formula = 2 / np.pi * (overdrive * np.arcsin(1 / overdrive)
                            + np.sqrt(1 - 1 / overdrive**2))
assert abs(over_factor - clip_formula) < 1e-5

# Neglected effect: self-heating lowers the current limit (rough values)
R_THERMAL = 3.5
CURRENT_LOSS_PER_K = 0.0015


def hot_state(resistance):
    def power(limit):
        return resistance * min(limit, V0 / resistance)**2 / 2

    def rise(limit):
        return R_THERMAL * (V_DC * limit - power(limit))

    limit = brentq(lambda x: x - I0 * (1 - CURRENT_LOSS_PER_K * rise(x)),
                   0.2 * I0, I0)
    return power(limit), rise(limit)


hot = {ratio: hot_state(ratio * R_OPT) for ratio in (0.5, 1.0, 2.0)}
assert hot[0.5][0] < 0.95 * hot[2.0][0]

# Neglected effect: trapping raises the on-resistance by half
p_trapped = (V_DC - 1.5 * R_ON * I_MAX) * I0 / 2

# Neglected effect: capacitance varies by 20 percent each way over the swing
VARIATION = 0.2
swing = V0 * cosine
charge = C_OUT * (swing + VARIATION * swing**2 / (2 * V0))
spectrum = np.fft.rfft(charge) * 2 / N_TIME
second_harmonic = 2 * (2 * np.pi * FREQUENCY) * abs(spectrum[2])
assert abs(second_harmonic / (VARIATION * B_OUT * V0 / 2) - 1) < 1e-9

BREAKDOWN = 120.0
peak_voltage = V_DC + V0

print(f"Gate width {WIDTH_MM:.1f} mm, current limit {I_MAX:.2f} A")
print(f"Supply {V_DC:.1f} V, on-resistance {R_ON:.2f} ohm")
print(f"Knee voltage {V_KNEE:.2f} V, bias current {I_DC:.2f} A")
print(f"Amplitude limits V0 {V0:.2f} V, I0 {I0:.2f} A")
print(f"Optimum resistance {R_OPT:.3f} ohm")
print(f"Optimum conductance {1e3 / R_OPT:.2f} mS")
print(f"Optimum power {P_OPT:.3f} W = {10*np.log10(1e3*P_OPT):.2f} dBm")
print(f"Power per width {P_OPT / WIDTH_MM:.2f} W/mm")
print(f"Supply power {V_DC*I_DC:.2f} W, efficiency {P_OPT/(V_DC*I_DC):.4f}")
print(f"Largest relative power error, 300 loads: {worst_power_error:.1e}")
print(f"Largest arc error, 72 traced points: {worst_arc_error:.1e}")
for name, p in levels.items():
    reach = np.sqrt(1 - p**2)
    print(f"Contour {name}: p {p:.4f}, power {p * P_OPT:.3f} W")
    print(f"  R arc: R {p*R_OPT:.3f} ohm, |X| to {reach*R_OPT:.3f} ohm")
    print(f"  G arc: G {1e3*p/R_OPT:.2f} mS, |B| to {1e3*reach/R_OPT:.2f} mS")
    print(f"  real-axis crossing of G arc {R_OPT / p:.3f} ohm")
    print(f"  circle centres +/-{p/(1+p):.4f}, radius {1/(1+p):.4f}")
    print(f"  corner |gamma| {corner_radii[name]:.4f}, "
          f"angle {corner_angles[name]:.2f} deg")
print(f"50 ohm chart, half-power R circle: centre {r50/(1+r50):.4f}, "
      f"radius {1/(1+r50):.4f}")
print(f"50 ohm chart, half-power G circle: centre {-g50/(1+g50):.4f}, "
      f"radius {1/(1+g50):.4f}")
print(f"Standing-wave ratio 2: |gamma| {rho:.4f}, P/Popt "
      f"{min(around):.4f} to {max(around):.4f}")
print(f"  conjugate-match law would give {1 - rho**2:.4f}")
print(f"Frequency {FREQUENCY/1e9:.2f} GHz, capacitance {C_OUT*1e12:.2f} pF")
print(f"Capacitive susceptance {1e3 * B_OUT:.2f} mS")
print(f"External optimum {z_ext_opt.real:.2f} + j{z_ext_opt.imag:.2f} ohm")
print(f"Half-power R arc outside: R {r_ext_low:.2f} to {r_ext_high:.2f} ohm")
print(f"Class B fundamental current limit {class_b_current:.4f} A")
print(f"Sloping knee, power change at Ropt {100*knee_gain[1.0]:.2f} %")
print(f"  at 2 Ropt {100*knee_gain[2.0]:.2f} %, "
      f"high-R limit {100*open_gain:.2f} %")
print(f"Overdrive x{overdrive:.0f}: fundamental current x{over_factor:.4f}")
print(f"  low-R power x{over_factor**2:.4f}, new optimum "
      f"{R_OPT/over_factor:.2f} ohm, {over_factor*P_OPT:.2f} W")
print(f"Heating inputs {R_THERMAL:.1f} K/W, "
      f"current loss {100*CURRENT_LOSS_PER_K:.2f} %/K")
for ratio, (power, rise) in hot.items():
    cold = formula_power(ratio * R_OPT + 0j)
    print(f"  R = {ratio:.1f} Ropt: cold {cold:.2f} W, hot {power:.2f} W, "
          f"rise {rise:.0f} K")
print(f"Trapping, on-resistance x1.5: optimum power {p_trapped:.2f} W "
      f"({100*(p_trapped/P_OPT-1):.1f} %)")
print(f"Capacitance +/-{100*VARIATION:.0f} %: second harmonic "
      f"{second_harmonic:.4f} A = {100*second_harmonic/I0:.1f} % of I0")
print(f"Peak voltage {peak_voltage:.1f} V, rough breakdown {BREAKDOWN:.0f} V, "
      f"ratio {peak_voltage/BREAKDOWN:.2f}")
print("OK")
```

Printed output:

```
Gate width 4.0 mm, current limit 3.00 A
Supply 28.0 V, on-resistance 1.00 ohm
Knee voltage 3.00 V, bias current 1.50 A
Amplitude limits V0 25.00 V, I0 1.50 A
Optimum resistance 16.667 ohm
Optimum conductance 60.00 mS
Optimum power 18.750 W = 42.73 dBm
Power per width 4.69 W/mm
Supply power 42.00 W, efficiency 0.4464
Largest relative power error, 300 loads: 5.9e-07
Largest arc error, 72 traced points: 4.0e-07
Contour -1 dB: p 0.7943, power 14.894 W
  R arc: R 13.239 ohm, |X| to 10.125 ohm
  G arc: G 47.66 mS, |B| to 36.45 mS
  real-axis crossing of G arc 20.982 ohm
  circle centres +/-0.4427, radius 0.5573
  corner |gamma| 0.3386, angle 74.82 deg
Contour -2 dB: p 0.6310, power 11.830 W
  R arc: R 10.516 ohm, |X| to 12.930 ohm
  G arc: G 37.86 mS, |B| to 46.55 mS
  real-axis crossing of G arc 26.415 ohm
  circle centres +/-0.3869, radius 0.6131
  corner |gamma| 0.4757, angle 101.76 deg
Contour half power: p 0.5000, power 9.375 W
  R arc: R 8.333 ohm, |X| to 14.434 ohm
  G arc: G 30.00 mS, |B| to 51.96 mS
  real-axis crossing of G arc 33.333 ohm
  circle centres +/-0.3333, radius 0.6667
  corner |gamma| 0.5774, angle 120.00 deg
50 ohm chart, half-power R circle: centre 0.1429, radius 0.8571
50 ohm chart, half-power G circle: centre -0.6000, radius 0.4000
Standing-wave ratio 2: |gamma| 0.3333, P/Popt 0.5000 to 0.8000
  conjugate-match law would give 0.8889
Frequency 3.50 GHz, capacitance 1.20 pF
Capacitive susceptance 26.39 mS
External optimum 13.97 + j6.14 ohm
Half-power R arc outside: R 4.26 to 19.31 ohm
Class B fundamental current limit 1.5000 A
Sloping knee, power change at Ropt -0.00 %
  at 2 Ropt 5.91 %, high-R limit 12.36 %
Overdrive x2: fundamental current x1.2180
  low-R power x1.4835, new optimum 13.68 ohm, 22.84 W
Heating inputs 3.5 K/W, current loss 0.15 %/K
  R = 0.5 Ropt: cold 9.38 W, hot 6.75 W, rise 101 K
  R = 1.0 Ropt: cold 18.75 W, hot 14.59 W, rise 79 K
  R = 2.0 Ropt: cold 9.38 W, hot 9.38 W, rise 94 K
Trapping, on-resistance x1.5: optimum power 17.62 W (-6.0 %)
Capacitance +/-20 %: second harmonic 0.0660 A = 4.4 % of I0
Peak voltage 53.0 V, rough breakdown 120 V, ratio 0.44
OK
```
